# Broadened Levels and Gap States of a Monolayer on Metal

## Definitions and conventions

A semiconducting monolayer lies on a crystalline metal. The in-plane wave vector $k$ is taken as conserved, so each $k$ is a separate problem: a monolayer level of energy $\varepsilon$ coupled by matrix elements $V_q$ to metal states of energy $\varepsilon_q$. The index $q$ labels the metal states at that $k$, chiefly by their motion normal to the surface. The electrons are independent, and the overlap between layer and metal orbitals is neglected. The Hamiltonian at one $k$ is

$$H=\varepsilon|0\rangle\langle0|+\sum_q\varepsilon_q|q\rangle\langle q|+\sum_q\left(V_q|0\rangle\langle q|+V_q^*|q\rangle\langle0|\right).$$

Energies are in eV, measured from the middle of the monolayer gap $E_g$. The band edges are therefore at $\pm E_g/2$. They are the edges in contact with the metal, before hybridization. The width function is

$$\Gamma(E)=2\pi\sum_q|V_q|^2\delta(E-\varepsilon_q),\qquad \gamma(E)=\Gamma(E)/2 .$$

$\Gamma$ will be the full width at half maximum and $\gamma$ the half width. Densities $\rho(E)$ refer to one level and are in eV$^{-1}$. Densities $D(E)$ refer to whole bands, include spin, and are per area and energy. Both are projected on the layer: they count each eigenstate by its weight on the monolayer.

## Self-energy and layer density

Let $G=(E+i0-H)^{-1}$. The $00$ and $q0$ elements of $(E+i0-H)G=1$ are

$$(E-\varepsilon)G_{00}-\sum_qV_qG_{q0}=1,\qquad (E+i0-\varepsilon_q)G_{q0}-V_q^*G_{00}=0 .$$

The second equation gives $G_{q0}=V_q^*G_{00}/(E+i0-\varepsilon_q)$. Inserted in the first, it eliminates the metal:

$$G_{00}=\frac{1}{E-\varepsilon-\Sigma(E)},\qquad \Sigma(E)=\sum_q\frac{|V_q|^2}{E-\varepsilon_q+i0}.$$

Since $1/(x+i0)=P(1/x)-i\pi\delta(x)$, the self-energy is $\Sigma=\Lambda-i\gamma$ with

$$\Lambda(E)=P\!\int\frac{d\varepsilon'}{2\pi}\,\frac{\Gamma(\varepsilon')}{E-\varepsilon'} .$$

The layer density is $\rho=-\mathrm{Im}\,G_{00}/\pi$. Multiplying numerator and denominator of $G_{00}=1/(E-\varepsilon-\Lambda+i\gamma)$ by the complex conjugate of the denominator gives

$$\rho(E)=\frac1\pi\,\frac{\gamma(E)}{[E-\varepsilon-\Lambda(E)]^2+\gamma(E)^2}. \tag{1}$$

No wide-band assumption has entered yet. Far from the level, where $|E-\varepsilon-\Lambda|\gg\gamma$,

$$\rho(E)\simeq\frac{\Gamma(E)}{2\pi[E-\varepsilon-\Lambda(E)]^2}. \tag{2}$$

The numerator contains the width at the energy $E$ where the density is wanted, not the width at the level. A gap state at $E$ is a metal state of that energy that leaks into the layer.

## The wide-band limit

Let $\Gamma$ be constant for $-B<E<B$ and zero outside. Then

$$\Lambda(E)=\frac{\Gamma}{2\pi}\Big[-\ln|E-\varepsilon'|\Big]_{-B}^{B}=\frac{\Gamma}{2\pi}\ln\left|\frac{E+B}{E-B}\right|\simeq\frac{\Gamma E}{\pi B}\quad(|E|\ll B).$$

At fixed $\Gamma$ and $E$ the shift vanishes as $B\to\infty$, and (1) becomes

$$\rho(E)=\frac1\pi\,\frac{\gamma}{(E-\varepsilon)^2+\gamma^2}. \tag{3}$$

This is the Lorentzian. Its tail does not stop at the original band edge, because the metal supplies states throughout the gap.

The width is also a decay rate. An electron placed on the layer level at $t=0$ has the amplitude

$$a(t)=\int\rho(E)e^{-iEt/\hbar}dE=e^{-i\varepsilon t/\hbar-\gamma t/\hbar}\qquad(t>0),$$

obtained by closing the contour around the pole $\varepsilon-i\gamma$ in the lower half plane. The survival probability is $|a|^2=e^{-2\gamma t/\hbar}=e^{-\Gamma t/\hbar}$, so the lifetime is $\hbar/\Gamma$.

These formulas were tested by diagonalizing one level at 0.9 eV coupled to 1200 metal states spaced by 0.010 eV, with $B=6.0$ eV and $\Gamma=0.100$ eV. The layer weight of each eigenstate, divided by the local level spacing, is a density that uses no self-energy. For $|E|<4$ eV it agrees with (1), including $\Lambda$, to 0.065 %. From $-0.9$ to 0.7 eV the simple form (3) agrees to 3.3 %. The survival probability after one lifetime is 0.370, against $e^{-1}=0.368$.

## Are the gap states new states?

Coupling both redistributes layer weight and changes the number of eigenstates in an energy window. Let $H_M$ be the isolated metal. Elimination of the metal block factorizes the determinant:

$$\det(E-H)=\det(E-H_M)\,[E-\varepsilon-\Sigma(E)] .$$

Because $\mathrm{Tr}\,G=d\ln\det(E-H)/dE$, the total density of the coupled system minus that of the bare metal is

$$\Delta\rho(E)=-\frac1\pi\,\mathrm{Im}\,\frac{d}{dE}\ln[E-\varepsilon-\Sigma(E)]
=-\frac1\pi\,\mathrm{Im}\,\frac{1-\Sigma'(E)}{E-\varepsilon-\Sigma(E)} .$$

In the wide-band limit $\Sigma'=0$, and $\Delta\rho$ equals the Lorentzian (3). The single state contributed by the layer is spread over energy, and the density projected on the metal has no net change.

Each gap eigenstate nevertheless lies mostly in the metal. For the level at 0.9 eV the midgap density is 0.0196 eV$^{-1}$. With a metal spacing of 0.010 eV, one midgap eigenstate has a layer weight near $0.0196\times0.010\approx2\times10^{-4}$.

Counting eigenvalues between about $-0.5$ and 0.5 eV in the diagonalization gives 0.02835 added states. The Lorentzian integral gives 0.02864, about 1 % more. The finite band accounts for the difference. With constant $\Gamma$ inside the band, $\Delta\rho$ is the density (1) multiplied by $1-\Lambda'$, and $\Lambda'\simeq\Gamma/(\pi B)=0.0053$ lowers the count by about 0.5 %. The shift in the denominator of (1) lowers it by about as much again: in the upper half of the window, which contributes most, $\Lambda>0$ increases the distance $|E-\varepsilon-\Lambda|$.

## Where the Lorentzian fails

**Beyond the metal band.** A full Lorentzian has no finite variance, whereas the coupled level does. From $H$,

$$\int(E-\varepsilon)^2\rho\,dE=\langle0|(H-\varepsilon)^2|0\rangle=\sum_q|V_q|^2=\int_{-B}^{B}\frac{\Gamma}{2\pi}dE=\frac{\Gamma B}{\pi}.$$

Here this is $0.100\times6.0/\pi=0.191$ eV$^2$, with a square root of 0.437 eV, more than four times $\Gamma$. The variance measures the far tails and must not be used as a linewidth.

**No metal states at this $k$.** The metal bands projected on the surface can have gaps. Where $\Gamma(E)=0$, (1) gives no continuum. If a solution of $E=\varepsilon+\Lambda(E)$ lies there, it is a sharp state. Expanding the denominator of $G_{00}$ about the solution gives its layer weight $1/[1-\Lambda'(E)]$.

As an example, let the metal states at this $k$ fill only the range from $-6.0$ to $-0.3$ eV, with the same $\Gamma$. For a level at 0.9 eV the condition is

$$E=0.9+\frac{0.100}{2\pi}\ln\frac{E+6.0}{E+0.3},$$

with the solution 0.9275 eV. Diagonalization gives this state to within $10^{-4}$ eV and no other eigenvalue above $-0.3$ eV. The level is pushed up but not broadened. Its layer tail survives below $-0.3$ eV, where there are metal states.

**A width that varies with energy.** Suppose $\Gamma$ doubles above 0.45 eV, while the density is wanted at $E=0$. The numerator of (2) is unchanged, but the additional coupling contributes

$$\Lambda(0)=\frac{0.100}{2\pi}\int_{0.45}^{6.0}\frac{d\varepsilon'}{0-\varepsilon'}=-\frac{0.100}{2\pi}\ln\frac{6.0}{0.45}=-0.041\ \text{eV}.$$

The distance to the level falls from 0.900 to 0.859 eV, and the density rises by about 10 %. Diagonalization of this case agrees with (1) within 1 %. An implementation with a structured $\Gamma(E)$ therefore needs the matching $\Lambda(E)$.

## Two levels and one metal channel

At one $k$ the conduction level $\varepsilon_c$ and valence level $\varepsilon_v$ may couple to the same combination of metal states. Their Lorentzians are then not independent. Write the coupling of level $i$ as $v_iu_q$. In the wide-band limit the self-energy matrix is $-ic\,v_iv_j^*$, with $c>0$ and $\gamma_i=c|v_i|^2$. It has rank one, so

$$\det(E-h-\Sigma)=(E-\varepsilon_c)(E-\varepsilon_v)(1+ix),\qquad x=\frac{\gamma_c}{E-\varepsilon_c}+\frac{\gamma_v}{E-\varepsilon_v},$$

where $h$ is the diagonal matrix of the two levels. The trace of the layer Green function is the logarithmic derivative of this determinant. Away from the two levels the first two factors give real terms. The last one gives

$$\mathrm{Im}\,\frac{ix'}{1+ix}=\mathrm{Im}\,\frac{ix'+xx'}{1+x^2}=\frac{x'}{1+x^2}.$$

With $x'=-\gamma_c/(E-\varepsilon_c)^2-\gamma_v/(E-\varepsilon_v)^2$, the density is

$$\rho(E)=\frac1\pi\,\frac{\gamma_c/(E-\varepsilon_c)^2+\gamma_v/(E-\varepsilon_v)^2}{1+x^2}. \tag{4}$$

To leading order in $\gamma$ this is the sum of two Lorentzian tails. The relative corrections are of order $\gamma^2$ divided by the squared distance to a level.

A deliberately strong coupling, $\Gamma=0.60$ eV with levels at $\pm0.9$ eV, separates the two cases. At midgap $x=0$, and (4) gives $2\times0.30/(\pi\times0.81)=0.2358$ eV$^{-1}$. Diagonalization gives the same value to the digits shown, while two separate Lorentzians give 0.2122 eV$^{-1}$. At midgap $\Lambda$ vanishes by symmetry; away from it the finite band with $B=6.0$ eV adds a real part to $\Sigma$, and at this coupling (4) is about 4 % too high at 0.5 eV. For $\Gamma=0.100$ eV, the shared channel raises the density of this edge pair at 0.4 eV below the conduction edge by 0.65 % in the wide-band limit, and by about 0.9 % when the real part of $\Sigma$ for $B=6.0$ eV is kept. Separate Lorentzians are used below.

## From levels to a two-dimensional band

The gap density of a band is a sum of Lorentzians over $k$, and that sum is not a Lorentzian. For a parabolic valley $E'=E_1+\hbar^2k^2/2m$ with total degeneracy $g$, the number of states per area in $dk$ is $g\,k\,dk/2\pi$. Since $dE'=\hbar^2k\,dk/m$, the unbroadened density is constant:

$$D_0=\frac{gm}{2\pi\hbar^2}.$$

Assume that $\Gamma$ is the same for all these states. A band part of constant density $D_b$ between $E_1$ and $E_2$ then becomes

$$D(E)=\int_{E_1}^{E_2}\frac{D_b}{\pi}\frac{\gamma\,dE'}{(E'-E)^2+\gamma^2}
=\frac{D_b}{\pi}\left[\arctan\frac{E_2-E}{\gamma}-\arctan\frac{E_1-E}{\gamma}\right]. \tag{5}$$

Direct integration over $k$ for the valley of the example below agrees with (5) to one part in $10^6$ at four energies from midgap to the band edge.

There are three useful limits for a conduction band:

- At the edge, $E=E_1$, with $E_2-E_1\gg\gamma$, the density is $D_b/2$.
- Below the edge, let $d_1=E_1-E$ and $d_2=E_2-E$, both much larger than $\gamma$. For large $y$, $\arctan y\simeq\pi/2-1/y$, so
$$D(E)\simeq\frac{D_b\gamma}{\pi}\left(\frac1{d_1}-\frac1{d_2}\right)=\frac{D_b\gamma}{\pi}\,\frac{E_2-E_1}{d_1d_2}. \tag{6}$$
- If $d_1\ll E_2-E_1$, (6) falls as $1/d_1$. If $d_1\gg E_2-E_1$, it falls as $1/d_1^2$, and the band acts as one Lorentzian level holding all its states.

The slow decay has a practical consequence: states far above the band edge matter in the gap. An effective-mass valley alone is not a sufficient input.

## Worked example: a MoS$_2$-like layer on gold

The inputs are model values chosen near those of monolayer MoS$_2$ on gold; their last digits fix the arithmetic and are not measured data: $E_g=1.80$ eV, $\Gamma=0.100$ eV, $m=0.50\,m_0$ in both bands, two valleys, lattice constant 0.316 nm and an electron barrier of 0.40 eV. The barrier puts the Fermi energy at $E_F=0.90-0.40=0.50$ eV.

The level lifetime is $\hbar/\Gamma=6.6$ fs. A single level at the conduction edge has a peak density $1/(\pi\gamma)=6.37$ eV$^{-1}$, which falls to 0.098 eV$^{-1}$ at $E_F$.

With two spins and two valleys, $g=4$ and $D_0=4.18\times10^{14}$ cm$^{-2}$ eV$^{-1}$. One spin-degenerate band holds two electrons per cell of area $\sqrt3a^2/2$, or $2.313\times10^{15}$ cm$^{-2}$. The valley density is used for the first 0.20 eV from the edge. The remaining states are spread evenly up to 1.20 eV, with the density

$$D_1=\frac{23.13-4.177\times0.20}{1.20-0.20}\times10^{14}=2.229\times10^{15}\ \text{cm}^{-2}\,\text{eV}^{-1}.$$

The valence band is the mirror image. At midgap the distances to the boundaries of the two parts are 0.9, 1.1 and 2.1 eV, and (6) gives

$$D(0)\simeq\frac{2\times0.050}{\pi}\left[4.177\left(\frac1{0.9}-\frac1{1.1}\right)+22.29\left(\frac1{1.1}-\frac1{2.1}\right)\right]\times10^{14}.$$

The brackets contain $0.84+9.65$, so $D(0)\simeq3.34\times10^{13}$ cm$^{-2}$ eV$^{-1}$. The arctangent form gives the same value to three digits. The valleys supply only 8 % of it.

| Energy below conduction edge (eV) | $D$ ($10^{13}$ cm$^{-2}$ eV$^{-1}$) |
|---:|---:|
| 0.0 | 32.7 |
| 0.1 | 13.6 |
| 0.2 | 8.6 |
| 0.4 | 5.1 |
| 0.9 | 3.3 |

The edge value exceeds $D_0/2=20.9$ in the units of the table. By (5) the valley gives 17.6, less than $D_0/2$ because it is only $4\gamma$ wide; the upper part of the conduction band adds 14.4 and the valence band 0.6. Integrated over the gap, the layer density is $1.28\times10^{14}$ cm$^{-2}$, or 2.8 % of the states in the two bands. This is a number of available states, not a net charge.

## Electrostatic response and the barrier

Suppose that an external change, such as a different metal work function at fixed spacing and $\Gamma$, would raise the layer bands by $\delta_0$ relative to $E_F$. Let the final rise be $\delta$. At low temperature and in the wide-band limit, where the layer density shifts rigidly with the bands, the layer holds $N=\int^{E_F}D(E-\delta)\,dE$ electrons per area, so for a small shift $\Delta N=-D(E_F)\delta$. The layer gains the positive charge $eD(E_F)\delta$.

Treat layer and metal as capacitor plates separated by $d$ in vacuum. The layer potential rises by $eD(E_F)\delta\,d/\epsilon_0$, which lowers the electron energy by $F\delta$. Hence

$$\delta=\delta_0-F\delta,\qquad \delta=\frac{\delta_0}{1+F},\qquad F=\frac{e^2D(E_F)d}{\epsilon_0}.$$

For an effective spacing $d=0.3$ nm and $D(E_F)=5.14\times10^{13}$ cm$^{-2}$ eV$^{-1}$, $F=2.79$ and $1/(1+F)=0.26$. In this model about a quarter of a small imposed shift reaches the barrier; the gap states screen the rest. This is the contribution of metal-induced gap states to Fermi-level pinning; a real contact can also be pinned by defects and interface chemistry. Since $F$ is proportional to the assumed spacing, the fraction would be 0.42 for $d=0.15$ nm and 0.18 for $d=0.5$ nm. The linear formula requires a shift small enough that $D(E_F)$ hardly changes. The barrier of 0.40 eV remains an input: finding it would require a self-consistent calculation including the interface dipole.

## Reliability for a real contact

The value of $D(E_F)$ depends strongly on the barrier, the band structure and $\Gamma$. By the table above, a barrier of 0.2 eV instead of 0.4 eV would raise it by about 70 %. The following changes are relative to $5.14\times10^{13}$ cm$^{-2}$ eV$^{-1}$, with the other inputs fixed:

- Six lower valence bands spread evenly from 1.2 to 6 eV below the valence edge, and four higher conduction bands spread evenly from 1.2 to 4 eV above the conduction edge, add 63 % if they have the same $\Gamma$. This figure depends on where these bands are taken to start: by (5), a start 0.5 eV from the edges gives about 100 %, and a start at 2.0 eV about 45 %.
- Doubling the range of the frontier bands to 2.4 eV, with the same number of states, lowers the density by 36 %.
- Doubling $\Gamma$ gives $1.02\times10^{14}$ cm$^{-2}$ eV$^{-1}$, nearly a factor of two, as (6) predicts.
- A valence spin-orbit splitting of 0.15 eV, taken to remove half the valley density from the first 0.15 eV of the valence band and to spread those states over its upper part, changes it by $-0.2$ %. Thermal averaging around $E_F$ at 300 K changes it by $+1.0$ %.

The metal's finite band shifts the edge level by about 5 meV. The bare image shift of a charge 0.5 nm from the image plane, $e^2/(16\pi\epsilon_0z)$, is 0.72 eV. This is large, but the gap used here is already the contact gap, so the shift must not be subtracted again.

For $\Gamma$ near 0.1 eV in all bands, the example therefore gives a range, from a few $10^{13}$ to about $10^{14}$ cm$^{-2}$ eV$^{-1}$, rather than a precise density. A weaker coupling of all bands lowers it nearly in proportion to $\Gamma$. With the remote bands included, $F=2.79\times1.63=4.5$, and the transmitted fraction of a small shift falls from 0.26 to 0.18.

A real MoS$_2$–gold contact does not have one $\Gamma$ for all states. Coupling depends on orbital and $k$, the two lattices do not match, and a contaminated or wider interface couples more weakly. Defects and reacted metal add states that this model does not contain.

## Implementation

1. For each $k$ and layer band, compute $\Gamma(E)$ from the metal states at the same $k$. Set it to zero in projected metal gaps.
2. Obtain $\Lambda(E)$ from the principal-value integral. Omit it only if it is small compared with the distance to the level and, near the peak, with $\gamma$.
3. Use (1) for separate levels. If several levels share metal channels, $\Sigma$ also has off-diagonal elements. Invert the full matrix $E-h-\Sigma$ unless both the real and the imaginary parts of these elements are small compared with the distances of the levels from $E$.
4. Sum over the whole Brillouin zone and over enough bands for the gap density to converge. Equation (5) serves for estimates with constant $\Gamma$.
5. If $F$ is not small compared with one, iterate the layer charge and potential before quoting a barrier.

The numerical output below lists the main inputs and results.

## Calculated quantities

```
Contact gap: 1.80 eV
Full level width Gamma: 0.100 eV
Half width gamma: 0.050 eV
Metal half-band: 6.0 eV
Effective mass: 0.50 m0; valleys: 2
Lattice constant: 0.316 nm
Valley range: 0.20 eV; band range: 1.20 eV
Assumed electron barrier: 0.40 eV
Fermi energy from midgap: 0.50 eV
Level lifetime hbar/Gamma: 6.58 fs
Survival after 1 lifetime, diagonalized: 0.3699
Survival after 1 lifetime, exponential: 0.3679
Metal ladder spacing in tests: 0.010 eV
Largest error, full self-energy: 0.065 %
Largest error, Lorentzian in gap: 3.31 %
Added states -0.5 to 0.5 eV, counted: 0.02835
Added states, Lorentzian: 0.02864
Root variance with finite metal band: 0.437 eV
Sharp level, metal top at -0.3 eV: 0.9275 eV
Edge-level density at its peak: 6.366 /eV
Edge-level density at Fermi energy: 0.0979 /eV
Edge-level density at midgap: 0.0196 /eV
Strong-width test Gamma: 0.60 eV
Strong midgap density, diagonalized: 0.2358 /eV
Strong midgap, shared formula: 0.2358 /eV
Strong midgap, separate: 0.2122 /eV
Valley density: 4.177e+14 /(eV cm2)
States per frontier band: 2.313e+15 /cm2
Upper-part density: 2.229e+15 /(eV cm2)
Layer density 0.0 eV below edge: 3.269e+14 /(eV cm2)
Layer density 0.1 eV below edge: 1.364e+14 /(eV cm2)
Layer density 0.2 eV below edge: 8.644e+13 /(eV cm2)
Layer density 0.4 eV below edge: 5.142e+13 /(eV cm2)
Layer density 0.9 eV below edge: 3.336e+13 /(eV cm2)
Midgap density, small-width form: 3.340e+13 /(eV cm2)
Layer states integrated over gap: 1.281e+14 /cm2
Fermi density if Gamma doubles: 1.017e+14 /(eV cm2)
Finite-band shift at edge: 4.81 meV
Shared-channel change, edge pair: 0.65 %
Remote bands (4 up, 6 down) add: 63.0 %
Doubling band range changes density: -35.9 %
Spin-orbit splitting 0.15 eV changes: -0.21 %
Thermal average at 300 K changes: 1.03 %
Bare image shift at 0.5 nm: 0.72 eV
Electrostatic feedback, d = 0.3 nm: 2.79
Rigid-shift reduction 1/(1+feedback): 0.264
```
